**Peak of the grain-boundary barrier under full trapping**

For grains of length L with donor density N, permittivity ε and Nt traps per unit boundary area, the depletion barrier V_B peaks over doping at NL = Nt, with V_max = eNtL/(8ε), where e is the elementary charge. The program solves Poisson's equation on a grid for a depleted layer and asserts both branches of the barrier formula, the boundary charge, the peak position and height, and the one-sided slopes. A second solver, with Boltzmann electrons and Fermi occupation of a single trap level, asserts that V_B stays below V_max at all sampled dopings for two trap depths. It also asserts the slope just above the peak and the thermal correction at heavy doping. For L = 100 nm, Nt = 10¹² cm⁻² and relative permittivity 10, the output gives a peak doping of 10¹⁷ cm⁻³ and V_max = 0.2262 V. With thermal electrons, a trap 0.80 eV deep reaches 0.9999 of V_max, and one 0.45 eV deep reaches 0.9388 of it at NL/Nt = 1.019.

## Program and output

```python
"""
Result under test: in a polycrystalline n-type semiconductor whose boundary
traps take all electrons until electrons or traps run out, the barrier is
    V_B = e N L^2/(8 eps)     for N L <= Nt,
    V_B = e Nt^2/(8 eps N)    for N L >= Nt,
so it peaks over doping at N L = Nt with V_max = e Nt L/(8 eps).
N: donor density, L: grain length, Nt: traps per boundary area,
eps: permittivity, e: elementary charge.
Two independent solvers are used: finite-difference Poisson with a depleted
layer, and Poisson with Boltzmann electrons and Fermi trap occupation.
SI units inside; energies of the trap are below the band edge at the boundary.
"""
import numpy as np
from math import expm1, exp, log, pi, sqrt
from scipy import constants as const
from scipy.integrate import odeint
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

e = const.e
temperature = 300.0
kT_volt = const.k * temperature / e
eps_r = 10.0
eps = eps_r * const.epsilon_0
L = 100e-9
Nt = 1e16                 # per m^2
Nc = 5e24                 # effective density of states, per m^3
deep, shallow = 0.80, 0.45  # trap depths, eV

N_peak = Nt / L
V_max = e * Nt * L / (8 * eps)


def barrier_formula(N):
    if N * L <= Nt:
        return e * N * L**2 / (8 * eps)
    return e * Nt**2 / (8 * eps * N)


def depletion_width(N):
    return min(L / 2, Nt / (2 * N))


def poisson_grid(N, cells=4000):
    """Barrier and boundary sheet charge/e from a finite-difference solve."""
    h = L / cells
    x = np.linspace(0, L, cells + 1)
    W = depletion_width(N)
    distance = np.minimum(x, L - x)
    # fraction of each cell that lies inside the depleted layer
    fraction = np.clip((W - distance) / h + 0.5, 0, 1)
    if W >= L / 2 * (1 - 1e-12):
        fraction[:] = 1.0
    rho = e * N * fraction
    rho[0] = rho[-1] = e * N
    bands = np.ones((3, cells - 1))
    bands[1] = -2.0
    V = np.zeros(cells + 1)
    V[1:-1] = solve_banded((1, 1), bands, -rho[1:-1] * h**2 / eps)
    edge_slope = V[1] / h + rho[0] * h / (2 * eps)
    return V[cells // 2] - V[0], 2 * eps * edge_slope / e


def thermal_grain(N, depth):
    """Self-consistent barrier (V), trapped density, occupation, n_centre/N."""
    a = e * N * L**2 / (4 * eps * kT_volt)

    def integrate(w):
        centre = float(expit(w))        # n_centre/N
        missing = float(expit(-w))      # 1 - n_centre/N, without cancellation

        def rhs(y, xi):
            return (y[1], a * (missing - centre * expm1(-y[0])))
        end = odeint(rhs, [0.0, 0.0], [0.0, 1.0],
                     rtol=1e-10, atol=1e-13, mxstep=5000)[-1]
        trapped = N * L * end[1] / a
        fermi_minus_trap = (depth / kT_volt - end[0]
                            + log(N / Nc) + float(np.log(centre)))
        return end[0], trapped, float(expit(fermi_minus_trap)), centre

    def imbalance(w):
        _, trapped, occupation, _ = integrate(w)
        return trapped / Nt - occupation

    w = brentq(imbalance, -45.0, 16.0, xtol=1e-11)
    u, trapped, occupation, centre = integrate(w)
    return u * kT_volt, trapped, occupation, centre


# --- depletion picture: grid solution against the closed formulas ---
ratios = np.geomspace(0.25, 4.0, 41)
grid_barriers = []
for r in ratios:
    V, sheet = poisson_grid(r * N_peak)
    grid_barriers.append(V)
    assert abs(V / barrier_formula(r * N_peak) - 1) < 1e-4
    assert abs(sheet / min(r * N_peak * L, Nt) - 1) < 1e-4
best = int(np.argmax(grid_barriers))
assert abs(ratios[best] - 1) < 1e-9
assert abs(grid_barriers[best] / V_max - 1) < 1e-4

step = 0.01
V_mid = poisson_grid(N_peak)[0]
slope_left = (V_mid - poisson_grid((1 - step) * N_peak)[0]) / (step * V_max)
slope_right = (poisson_grid((1 + step) * N_peak)[0] - V_mid) / (step * V_max)
assert abs(slope_left - 1) < 0.02      # finite step gives an error of order step
assert abs(slope_right + 1) < 0.02

# --- thermal electrons: the upper bound for both trap depths ---
scan = {}
for depth in (deep, shallow):
    scan[depth] = []
    for r in np.geomspace(0.25, 4.0, 17):
        V, trapped, occupation, centre = thermal_grain(r * N_peak, depth)
        scan[depth].append(V)
        assert V <= e * trapped * L / (8 * eps) * (1 + 1e-7)
        assert V < V_max


def thermal_peak(depth):
    found = minimize_scalar(lambda r: -thermal_grain(r * N_peak, depth)[0],
                            bounds=(0.5, 3.0), method="bounded",
                            options={"xatol": 1e-5})
    assert max(scan[depth]) <= -found.fun + 1e-5
    return found.x, -found.fun


r_deep, V_deep = thermal_peak(deep)
r_shallow, V_shallow = thermal_peak(shallow)
assert abs(r_deep - 1) < 0.01
assert abs(V_deep / V_max - 1) < 0.005
assert V_shallow < 0.98 * V_deep

# --- slope just above the peak: Gaussian cloud of free electrons ---
debye = sqrt(eps * kT_volt / (e * N_peak))
slope_cloud = -1 + 4 * debye * sqrt(2 / pi) / L
slope_thermal = (thermal_grain(1.004 * N_peak, deep)[0]
                 - thermal_grain(1.002 * N_peak, deep)[0]) / (0.002 * V_max)
assert abs(slope_thermal - slope_cloud) < 0.03  # cloud density is small, not zero

# --- heavy doping: thermal correction to the depletion barrier ---
V_heavy = thermal_grain(4 * N_peak, deep)[0]
excess = V_heavy - barrier_formula(4 * N_peak)
excess_theory = kT_volt * (1 - exp(-V_heavy / kT_volt))
assert abs(excess - excess_theory) < 0.01 * kT_volt

# --- printed numbers ---
print(f"grain length L = {L*1e9:.0f} nm")
print(f"trap density Nt = {Nt*1e-4:.2e} cm^-2")
print(f"relative permittivity = {eps_r:.1f}")
print(f"temperature = {temperature:.0f} K, kT/e = {kT_volt:.5f} V")
print(f"effective density of states = {Nc*1e-6:.2e} cm^-3")
print(f"peak doping Nt/L = {N_peak*1e-6:.3e} cm^-3")
print(f"maximum barrier e Nt L/(8 eps) = {V_max:.4f} V = {V_max*1e3:.1f} mV")
print(f"Debye length at peak doping = {debye*1e9:.2f} nm")
for r in (0.5, 1.0, 2.0, 4.0):
    N = r * N_peak
    V, trapped, occupation, centre = thermal_grain(N, deep)
    print(f"doping N = {N*1e-6:.2e} cm^-3 (NL/Nt = {r:.1f}):")
    print(f"  depletion: trapped = {min(N*L, Nt)*1e-4:.2e} cm^-2, "
          f"W = {depletion_width(N)*1e9:.2f} nm")
    print(f"  barrier: formula {barrier_formula(N):.4f} V, "
          f"grid {poisson_grid(N)[0]:.4f} V")
    print(f"  thermal, {deep:.2f} eV trap: barrier {V:.4f} V, "
          f"occupation {occupation:.5f}, n_centre/N {centre:.2e}")
print("one-sided slopes at the peak, unit V_max/N_peak:")
print(f"  grid, 1 percent step: left {slope_left:.3f}, right {slope_right:.3f}")
print(f"  thermal, right: solved {slope_thermal:.3f}, "
      f"cloud formula {slope_cloud:.3f}")
print(f"heavy doping NL/Nt = 4: thermal excess {excess:.5f} V, "
      f"first integral {excess_theory:.5f} V")
print(f"thermal peak, {deep:.2f} eV trap: NL/Nt = {r_deep:.4f}, "
      f"barrier {V_deep:.4f} V")
print(f"thermal peak, {shallow:.2f} eV trap: NL/Nt = {r_shallow:.3f}, "
      f"barrier {V_shallow:.4f} V")
print(f"  ratio to V_max: deep {V_deep/V_max:.4f}, "
      f"shallow {V_shallow/V_max:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
grain length L = 100 nm
trap density Nt = 1.00e+12 cm^-2
relative permittivity = 10.0
temperature = 300 K, kT/e = 0.02585 V
effective density of states = 5.00e+18 cm^-3
peak doping Nt/L = 1.000e+17 cm^-3
maximum barrier e Nt L/(8 eps) = 0.2262 V = 226.2 mV
Debye length at peak doping = 11.95 nm
doping N = 5.00e+16 cm^-3 (NL/Nt = 0.5):
  depletion: trapped = 5.00e+11 cm^-2, W = 50.00 nm
  barrier: formula 0.1131 V, grid 0.1131 V
  thermal, 0.80 eV trap: barrier 0.1131 V, occupation 0.50000, n_centre/N 2.89e-10
doping N = 1.00e+17 cm^-3 (NL/Nt = 1.0):
  depletion: trapped = 1.00e+12 cm^-2, W = 50.00 nm
  barrier: formula 0.2262 V, grid 0.2262 V
  thermal, 0.80 eV trap: barrier 0.2262 V, occupation 0.99994, n_centre/N 1.96e-04
doping N = 2.00e+17 cm^-3 (NL/Nt = 2.0):
  depletion: trapped = 1.00e+12 cm^-2, W = 25.00 nm
  barrier: formula 0.1131 V, grid 0.1131 V
  thermal, 0.80 eV trap: barrier 0.1371 V, occupation 1.00000, n_centre/N 9.33e-01
doping N = 4.00e+17 cm^-3 (NL/Nt = 4.0):
  depletion: trapped = 1.00e+12 cm^-2, W = 12.50 nm
  barrier: formula 0.0565 V, grid 0.0565 V
  thermal, 0.80 eV trap: barrier 0.0812 V, occupation 1.00000, n_centre/N 9.98e-01
one-sided slopes at the peak, unit V_max/N_peak:
  grid, 1 percent step: left 1.000, right -0.990
  thermal, right: solved -0.616, cloud formula -0.619
heavy doping NL/Nt = 4: thermal excess 0.02467 V, first integral 0.02474 V
thermal peak, 0.80 eV trap: NL/Nt = 1.0000, barrier 0.2262 V
thermal peak, 0.45 eV trap: NL/Nt = 1.019, barrier 0.2123 V
  ratio to V_max: deep 0.9999, shallow 0.9388
ALL CHECKS PASSED
```
